# Why a Quadrupolar Screw-Dislocation Array Can Be Free of Peach-Koehler Force

**Question.** Straight screw dislocations with Burgers vectors $+b$ and $-b$ alternate on a periodic checkerboard, as in a supercell built to compute the structure of a dislocation core. Each core lies in the stress field of infinitely many others. Why should these stresses leave no net Peach-Koehler force on it, and is inversion symmetry enough to guarantee that?

**Answer.** The stress of one dislocation is odd in position, and every core has an equal partner on the opposite side of any chosen core, so the contributions cancel in pairs. A uniform stress, however, escapes this argument. The force vanishes if and only if the cell-averaged shear stress vanishes, which puts a condition on the shape of the supercell.

**The field of one core**

Let the lines run along $z$, and let the plane normal to them be a mirror plane of the crystal. In linear elasticity the displacement is then a single function $u(x,y)$ along $z$, with

$$\sigma_{xz}=c_{55}u_x+c_{45}u_y,\qquad \sigma_{yz}=c_{45}u_x+c_{44}u_y .$$

Subscripts on $u$ denote derivatives. Equilibrium, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, reads

$$c_{55}u_{xx}+2c_{45}u_{xy}+c_{44}u_{yy}=0 .$$

The real or imaginary part of any analytic function of $w=x+py$ solves this if $c_{55}+2c_{45}p+c_{44}p^2=0$. The root with positive imaginary part is

$$p=\frac{-c_{45}+iK}{c_{44}},\qquad K=\sqrt{c_{44}c_{55}-c_{45}^2}.$$

A displacement that grows by $b$ in a counterclockwise circuit is $u=(b/2\pi)\,\mathrm{Im}\ln w$. Its derivatives are $u_x=(b/2\pi)\,\mathrm{Im}(1/w)$ and $u_y=(b/2\pi)\,\mathrm{Im}(p/w)$. The definition of $p$ gives $c_{45}+c_{44}p=iK$, and its quadratic equation gives $c_{55}+c_{45}p=-p(c_{45}+c_{44}p)=-iKp$. Hence

$$\sigma_{yz}=\frac{bK}{2\pi}\,\mathrm{Re}\frac1w,\qquad \sigma_{xz}=-\frac{bK}{2\pi}\,\mathrm{Re}\frac pw .$$

Both change sign under $(x,y)\to(-x,-y)$, which is the "inversion" meant here; in three dimensions it is a half-turn about the line. With the line direction along $+z$, the force per length $(\boldsymbol\sigma\cdot\mathbf b)\times\hat{\mathbf z}$ on a core $+b$ is

$$F_x=b\,\sigma_{yz},\qquad F_y=-b\,\sigma_{xz},$$

where the core's own singular stress is left out. For $-b$ both signs reverse.

**Pairing, and what it leaves open**

Place the cores at $(ma,nh)$ with sign $(-1)^{m+n}$. The cores at $(ma,nh)$ and $(-ma,-nh)$ have equal signs, so their stresses at the origin are opposite. The same holds about every other core.

This is not yet a proof, because a sum of $1/r$ fields over a plane depends on the order of summation. Suppose that whole cells, each holding a $+$ core and the $-$ core at distance $a$ to its right, are added inside a large window $|x|<W$, $|y|<H$. The $+$ cores cancel in pairs. The $-$ cores fill a window displaced by $a$, which leaves unpaired $-$ cores at the right edge and missing ones at the left. Each sign has density $1/(2ah)$, so a strip of width $a$ carries $1/(2h)$ cores per unit length of edge. A $-$ core at $w'=W+py$ contributes $-1/(0-w')=1/(W+py)$ at the origin, and the left edge contributes the same after integration. Therefore

$$\sigma_{yz}=\frac{bK}{2\pi h}\int_{-H}^{H}\mathrm{Re}\frac{dy}{W+py}.$$

This depends on $H/W$ but not on the size of the window. It tends to zero for a flat window. For a tall one the integral tends to $\mathrm{Re}(i\pi/p)=\pi K/c_{55}$, and the stress to $bK^2/(2hc_{55})$. Far-away edges thus select a uniform stress, about which the local symmetry is silent.

**A proof without an order of summation**

Write any periodic stress field of the array as $\sigma_{yz}=(bK/2\pi)\mathrm{Re}f$ and $\sigma_{xz}=-(bK/2\pi)\mathrm{Re}(pf)$. The function $f(w)$ is periodic and analytic except for simple poles of residue $\pm1$ at the cores. Consider

$$g(w)=f(w)+f(-w).$$

Near a core $w_c$ of sign $s$, the first term behaves as $s/(w-w_c)$. The core at $-w_c$ has the same sign, so the second behaves as $s/(-w+w_c)=-s/(w-w_c)$. The poles cancel. A periodic function without poles is bounded, and a bounded function analytic in the whole plane is constant, so $g=2c$.

Near the origin $f=1/w+f_{\rm reg}(w)$, where $f_{\rm reg}$ comes from all other cores and any uniform stress. The terms $\pm1/w$ drop out of $g(0)$, leaving $f_{\rm reg}(0)=c$. Averaging $g$ over a cell, and using $\langle f(-w)\rangle=\langle f(w)\rangle$, gives $\langle f\rangle=c$ as well. Hence

$$f_{\rm reg}(0)=\langle f\rangle,\qquad F_x=b\,\langle\sigma_{yz}\rangle,\quad F_y=-b\,\langle\sigma_{xz}\rangle .$$

The force on a core is that of the average stress alone. Taking the origin at a $-$ core gives the same result with $b\to-b$.

The field with zero average can be written down. One row sums to $\sum_m(-1)^m/(w-ma)=(\pi/a)/\sin(\pi w/a)$, so

$$f_0(w)=\sum_{n}(-1)^n\,\frac{\pi/a}{\sin[\pi(w-nph)/a]} .$$

The terms fall off exponentially with $|n|$. Replacing $w$ by $-w$ and $n$ by $-n$ shows that $f_0$ is odd, hence $c=0$.

**The condition on the supercell**

The smallest cell has $\mathbf A_1=(2a,0)$ and $\mathbf A_2=(a,h)$. Its vectors may also have $z$-components, and these must match the growth of $u$ from one cell to the next, $\int(b/2\pi)\,\mathrm{Im}(f\,dw)$.

Along $\mathbf A_1$, between rows, each term of $f_0$ changes sign after a distance $a$, so the integral over $2a$ is zero. Along $\mathbf A_2$, let $J_R$ be the growth on the straight path from $(0,-h/2)$ to $(a,h/2)$, which passes right of the core at the origin. Let $J_L$ belong to the path from $(-a,-h/2)$ to $(0,h/2)$, which passes left of it. Inversion turns the first path into the second traversed backwards. It leaves $f_0\,dw$ unchanged, since both factors are odd, so $J_L=-J_R$.

Going up the right path and down the left one, closed by two horizontal segments whose contributions cancel by periodicity, encircles the $+$ core alone. Thus $J_R-J_L=b$, and

$$J_R=+\tfrac b2,\qquad J_L=-\tfrac b2 .$$

The two values differ by $b$, a repeat of the crystal along $z$, and describe the same cell. Starting from a perfect-crystal cell whose $\mathbf A_1$ and $\mathbf A_2$ lie in the plane, one must therefore tilt $\mathbf A_2$ by $b/2$ along $z$.

If the tilt is omitted, a uniform elastic shear makes up the difference. It has $u_x=0$, because $\mathbf A_1$ is already matched, and $|u_y|=b/(2h)$. If the $-$ core at $(a,0)$ was made by a cut from the origin to $(a,0)$, the left path avoids the cut and must show no growth: $-b/2+u_yh=0$. Then

$$\sigma_{yz}=\frac{c_{44}b}{2h},\qquad \sigma_{xz}=\frac{c_{45}b}{2h},\qquad \frac{\Delta E}{L}=\frac{2ah}{2}\,c_{44}\Big(\frac{b}{2h}\Big)^2 .$$

The energy has no cross term, since the stress of $f_0$ averages to zero.

**What the checkerboard adds**

The pairing requires only that inversion map the $-$ sublattice onto itself. If it is displaced by $\mathbf d$ from the $+$ sublattice, $2\mathbf d$ must be a lattice vector. Columns of like sign, alternating along $x$, also qualify, so the checkerboard is sufficient but not necessary.

The arrays differ in the stress gradient at a core. Expanding the rows about $w=0$, with $1/\sin t-1/t\approx t/6$ for the core's own row, gives $f_{\rm reg}\approx c_1w$ and

$$c_1=\frac{\pi^2}{a^2}\Big[\frac16-2\sum_{n\ge1}(-1)^n\frac{\cos X_n}{\sin^2X_n}\Big],\qquad X_n=\frac{\pi nph}{a}.$$

For columns the factor $(-1)^n$ is absent. In an isotropic medium ($p=i$) with $a=h$, a quarter-turn maps the checkerboard onto itself, so $f_0(iw)=-if_0(w)$. The linear term then obeys $ic_1=-ic_1$ and vanishes.

**Numbers for silicon**

Take a line along $[1\bar10]$, $x$ along $[11\bar2]$ and $y$ along $[111]$. Rough typical inputs are $a_0=0.543$ nm and $C_{11},C_{12},C_{44}=166,64,80$ GPa. Then $b=a_0/\sqrt2=0.384$ nm. The choices $a=3\sqrt6\,a_0/2=1.995$ nm and $h=2\sqrt3\,a_0=1.881$ nm give a cell of 144 atoms with thickness $b$. Rotating the stiffness tensor gives $c_{44}=60.7$, $c_{45}=-13.7$ and $c_{55}=70.3$ GPa, hence $K=63.9$ GPa.

The $-$ core at $(a,0)$ produces $\sigma_{yz}=bK/(2\pi a)=+1.96$ GPa at the origin, and the one at $(-a,0)$ produces $-1.96$ GPa. The cancellation is between large stresses.

The required tilt is $b/2=0.192$ nm. Without it the mean shear is $0.384/(2\times1.881)=0.102$, and

$$\sigma_{yz}=60.67\times0.1021=6.2\ \text{GPa},\qquad \sigma_{xz}=-1.4\ \text{GPa}.$$

The force on the $-$ core is $F_x=-2.4$ N/m and $F_y=-0.5$ N/m. The large component pulls it toward the $+$ core from which it was separated. The stored energy is 14.8 eV/nm, or 5.7 eV per cell.

Explicit cell-by-cell sums show the effect of the window. With half-widths of $400a$ and $400h$ the sum gives 3.1 GPa at the $+$ core; with $150a$ and $900h$, 5.3 GPa; with $900a$ and $150h$, 0.6 GPa.

At the same $a$ and $h$, the gradient $\partial_x\sigma_{yz}$ at a $+$ core is 0.29 GPa/nm for the checkerboard and 2.97 GPa/nm for columns. This component flatters the checkerboard, because $c_1$ is complex: $\partial_y\sigma_{yz}=(bK/2\pi)\mathrm{Re}(pc_1)$ is 1.12 GPa/nm for the checkerboard and $-0.54$ GPa/nm for columns. The root-sum-square of all four components is 1.6 against 4.8 GPa/nm, a factor of three. The quarter-turn argument does not make the checkerboard gradient zero, because this cell is not square and the medium is not isotropic.

**When the cores are off centre**

Let the whole $-$ sublattice shift by $\delta$ along $x$, with the tilted cell held fixed. In the zero-average field, paths along $\mathbf A_2$ have growth $J_R$ over a fraction $(a+\delta)/2a$ of starting points and $J_R-b$ over the rest. Zero average requires $J_R=b/2-b\delta/2a$. The cell imposes $b/2$, so a mean shear $b\delta/(2ah)$ appears.

For $\delta=0.1$ nm it gives $60.67\times0.384\times0.1/7.506=+0.31$ GPa at the $-$ core. The $-$ sublattice still cancels on itself, while the rows of $+$ cores give

$$\sigma_{yz}=\frac{bK}{2\pi}\,\mathrm{Re}\sum_n\frac{\pi}{2a}\cot\frac{\pi[a+\delta-n(a+ph)]}{2a}=-0.175\ \text{GPa}.$$

The total is $+0.135$ GPa, and $F_x=-b\sigma_{yz}=-0.05$ N/m pushes the core back. If the cell is instead relaxed to zero mean stress, only the periodic part remains and $F_x$ is positive, driving the core farther away. Zero force therefore does not by itself imply stability.

**How far this carries to real silicon**

Midway between neighbours in a row the shear strain is 0.086, so the linear stresses above are estimates. The cancellation itself can survive nonlinearity. In units of $a_0/4$, the half-turn $(x,y,z)\to(1-y,1-x,1-z)$ about an axis through a bond midpoint exchanges the two fcc sublattices of silicon. Around a core, $u$ differs by $b/2$ (up to multiples of $b$) between opposite points, so the dislocation adds a shift of $b/2$ along the line to the operation, and this axis becomes a twofold screw axis. It lies between widely spaced $(111)$ planes but between closely spaced $(11\bar1)$ planes. The site between widely spaced planes of both families is the centre of the six-atom ring seen along the line. There the perfect crystal has the screw operation $(x,y,z)\to(1-y,-1-x,3-z)$, which already contains a shift of $b/2$, so in the dislocated crystal the axis becomes a plain half-turn. A relaxed array that keeps an axis of either kind at each core has no net transverse force there, because the half-turn would reverse it and a shift along the line leaves a force per length unchanged. If the $+$ and $-$ cores relax off their axes by different displacements, the array acts like the shifted one above.

The serious restriction is a compact core, such as one at the ring centre, between the widely spaced planes of both $\{111\}$ families that contain the line. Between the closely spaced planes a screw can split into two partials of length $a_0/\sqrt6$, with equal screw parts $b_s$ and opposite edge parts $\pm b_e$, each $30^\circ$ from the line. Balancing their repulsion, taken from the isotropic formula with $K$ as the shear modulus, against a stacking-fault energy $\gamma$ gives

$$s=\frac{K}{2\pi\gamma}\Big[b_s^2-\frac{b_e^2}{1-\nu}\Big]\approx4\ \text{nm}$$

for rough values $\gamma=0.05$ J/m² and $\nu=0.22$. That is about twice the core spacing $a$. Since $s\propto1/\gamma$, a value of 0.07 J/m² would give about 3 nm, still $1.5a$. This cell therefore cannot represent the split core, whatever its tilt.
